Spin degeneracy of O2 in the free energy of ligand oxidation

**Question**

I am computing equilibria for the oxidation of chloride ligands left on an oxide film, and I use molecular oxygen as the reactant. An exercise asks me to show that omitting the threefold spin degeneracy of O2 raises its computed free energy by about 4.6 kJ/mol at 500 K, and to say how this biases the equilibrium.

I am stuck on three points. My electronic-structure calculation already treats O2 as a triplet, so is the spin not included? The three levels are slightly split, so may I count them as degenerate? And I divide the rotational partition function by a symmetry number of 2: does that have anything to do with the 3? I would also like to see what the error does to an actual surface composition.

**Answer**

**What the triplet calculation contains**

A triplet calculation gives the energy of one state of the triplet. The free energy also depends on how many states have that energy, and this number enters through the partition function. The mistake considered here is therefore a correct triplet energy combined with an electronic partition function of 1. Computing O2 as a singlet is a different mistake, because it changes the energy itself.

The states can be counted from the two electrons in the degenerate π* orbitals x and y. Define the repulsion integrals

J = (xx|xx) = (yy|yy), J′ = (xx|yy), K = (xy|xy).

The antisymmetric spatial function (xy − yx)/√2 goes with three symmetric spin functions. The three symmetric spatial functions each go with the one singlet spin function. Apart from a common constant, the energies are

(xy − yx)/√2: J′ − K, three states
(xy + yx)/√2: J′ + K, one state
(xx − yy)/√2: J − K, one state
(xx + yy)/√2: J + K, one state.

The integrals are related by the axial symmetry. Take the rotated orbitals u = (x + y)/√2 and v = (x − y)/√2. Their product is uv = (xx − yy)/2, so

(uv|uv) = ¼(J + J − 2J′) = (J − J′)/2.

The pair u, v is equivalent to x, y, so this must equal K, which gives J = J′ + 2K. The second and third energies are then both J′ + K, and the last is J′ + 3K. Measured from the triplet, the levels are 0 (three states), 2K (two states) and 4K (one state).

Diagonalizing the two-electron problem in these two orbitals, taken from a restricted open-shell Hartree–Fock calculation in the def2-SVP basis, gives 0, 1.30 and 2.60 eV with degeneracies 3, 2 and 1 (1.30 and 2.59 eV in the larger def2-TZVP basis). This small model leaves out correlation with the other electrons; the measured first gap is roughly 1 eV. With Δ = 2K,

q_el = 3 + 2 exp(−Δ/kT) + exp(−2Δ/kT).

At 500 K, kT = 0.0431 eV. Even with Δ = 1 eV the second term is only about 2 × 10⁻¹⁰, so q_el = 3 for this purpose. (The printed deviation from 3 is negative, which added singlet states cannot produce; it is rounding noise. The printed shift of G from the neglected singlets is computed from this deviation, so its value and positive sign are noise too.)

**Why the small splitting does not matter at 500 K**

The main fine-structure term has the form of a spin–spin interaction,

H_ss = (2/3)λ(3S_z² − S²),

where z is the molecular axis and λ is roughly 2 cm⁻¹. This effective constant includes second-order spin–orbit coupling, whose splitting has the same form, as well as the direct magnetic interaction of the spins. The form is traceless, so energies are measured from the centre of gravity of the three components. Spin–orbit coupling to the highest π* singlet pushes only the S_z = 0 component down, and so it also lowers that centre, by roughly 0.4 to 0.7 cm⁻¹, relative to the non-relativistic energy. That common shift belongs to the electronic energy and does not alter the counting of states. For spin 1, S² = 2. The components S_z = ±1 lie at +2λ/3 and S_z = 0 lies at −4λ/3. At high temperature the rotation is nearly classical, and the spin sum can be taken at fixed axis. Expanding the Boltzmann factors for energies ε_i much smaller than kT,

Σ exp(−ε_i/kT) ≈ 3 − Σε_i/kT + Σε_i²/[2(kT)²].

The linear term vanishes because 2(2λ/3) − 4λ/3 = 0. The sum of squares is 2(4λ²/9) + 16λ²/9 = 8λ²/3. Hence

q_spin ≈ 3 + (4/3)(λ/kT)².

At 500 K, kT = 347.5 cm⁻¹ in wavenumber units, and the correction is 4.4 × 10⁻⁵. Summing the coupled rotational and spin levels and dividing by the spinless rotational sum gives 3.000044, in agreement.

The coupled levels follow from N = J − S, where N is the rotational and J the total angular momentum (J and K no longer denote integrals). N has no component along the axis, so the axial component of J equals that of S, called Σ. Then

N² = J² + S² − 2J·S

has diagonal elements J(J+1) + 2 − 2Σ². The transverse part of −2J·S connects Σ = 0 with each of Σ = ±1 through −√2 √[J(J+1)]. The odd combination of Σ = ±1 is not coupled to Σ = 0; it has N = J and energy BJ(J+1) + 2λ/3. The even combination is coupled to Σ = 0 by −2B√[J(J+1)], and the diagonal energies of this 2 × 2 problem are

Σ = 0: B[J(J+1) + 2] − 4λ/3
even combination: BJ(J+1) + 2λ/3.

For λ = 0 its eigenvalues are B[J² + J + 1 ± (2J + 1)], that is B(J+1)(J+2) and BJ(J−1). These are the rotational energies BN(N+1) for N = J + 1 and N = J − 1, as they should be.

The factor 3 does fail in the cold. At 2 K, kT is 1.39 cm⁻¹, comparable with the splitting, and N = 1 dominates. With B = 1.493 cm⁻¹, its levels J = 0, 1 and 2 lie at −2.67, +1.33 and −0.53 cm⁻¹ relative to the spinless energy 2B. The ratio of sums is

[exp(2.67/1.39) + 3 exp(−1.33/1.39) + 5 exp(0.53/1.39)]/3 ≈ 5.1.

The three terms in the bracket are 6.8, 1.2 and 7.3, where unsplit levels would give 1, 3 and 5. The ratio exceeds 3 because the gain from the two levels below the spinless energy outweighs the loss from the level above it. At such temperatures one must sum the levels instead of inserting a degeneracy.

**The symmetry number is a separate factor**

Oxygen-16 nuclei are spinless bosons, so the total wavefunction must be unchanged when they are exchanged. The electronic ground state, of symmetry Σg⁻, changes sign under this exchange, and the rotational function contributes (−1)^N. Only odd N is allowed. At high temperature this removes half of the rotational sum, which is the symmetry number 2.

Each allowed N > 0 still combines with spin 1 to give J = N − 1, N and N + 1. The number of states is

(2N − 1) + (2N + 1) + (2N + 3) = 3(2N + 1).

Nuclear exchange selects the values of N; electron spin triples the states for each selected value. One factor cannot stand in for the other.

**The free energy**

For n ideal-gas molecules with single-molecule partition function q, the total is Q = qⁿ/n!. With ln n! ≈ n ln n − n, the Helmholtz energy is

A = −kT ln Q = −nkT[ln(q/n) + 1].

Adding pV = nkT cancels the last term:

G = −nkT ln(q/n).

The translational part of q is V/Λ³, with Λ = h/√(2πmkT), and V/n = kT/p. Per mole, at p° = 1 bar,

G° = −RT ln[q_el q_tr q_rot q_vib], q_tr = kT/(p°Λ³).

The energy zero is the minimum of the O2 potential curve, so q_vib contains the zero-point energy. With harmonic wavenumber ω, the geometric series over vibrational levels gives

q_vib = exp(−hcω/2kT)/[1 − exp(−hcω/kT)].

Replacing q_el = 3 by 1 and leaving everything else unchanged gives

G°(omitted) − G°(correct) = −RT ln 1 + RT ln 3 = RT ln 3.

The sign is positive: fewer accessible states mean less entropy and a less negative free energy. At 500 K,

RT ln 3 = 4.1572 × 1.09861 = 4.567 kJ/mol,

or 47.3 meV per molecule. This is the stated 4.6 kJ/mol. The error is proportional to temperature: 3.65 kJ/mol at 400 K and 5.48 kJ/mol at 600 K.

Since S = −∂G/∂T, the omitted entropy is R ln 3 = 9.13 J/mol/K. The enthalpy error is

RT ln 3 − T ∂(RT ln 3)/∂T = 0.

The sum over split levels leaves an enthalpy difference of 1.2 × 10⁻⁴ kJ/mol. This comes from the fine structure: its quadratic term adds a contribution c/T to the free-energy difference, and hence 2c/T to the enthalpy difference, with c/T = 6.1 × 10⁻⁵ kJ/mol at 500 K.

For the full numbers I used a PBE0/def2-SVP potential curve, which gives a bond length of 1.188 Å and a harmonic wavenumber of 1774 cm⁻¹. At 500 K and 1 bar,

q_tr = 2.6244 × 10⁷, q_rot = 116.558, q_vib = 0.07836.

Their product is 2.397 × 10⁸. Therefore

G°(omitted) = −4.1572 ln(2.397 × 10⁸) = −80.21 kJ/mol
G°(correct) = −4.1572 ln(3 × 2.397 × 10⁸) = −84.78 kJ/mol.

The bond length and frequency affect both values equally, so they cancel from the difference. The absolute values are not converged to the digits shown: the def2-TZVP basis gives 1.193 Å, 1714 cm⁻¹ and G°(correct) = −85.18 kJ/mol, and the measured constants (about 1580 cm⁻¹, B ≈ 1.438 cm⁻¹) give about −86.1 kJ/mol.

**Which way the equilibrium moves**

Let a reaction consume ν molecules of O2, with all other species treated correctly. Reactants enter the reaction free energy with a minus sign, so

ΔG°(omitted) − ΔG°(correct) = −νRT ln 3.

Because K = exp(−ΔG°/RT),

K(omitted)/K(correct) = exp(ν ln 3) = 3^ν.

The calculation favours oxidation too strongly. If O2 is a product, the bias is reversed. For ν = ½, 1 and 2, K is too large by factors of 1.73, 3 and 9.

The case ν = 2 applies to burning a methyl group released as methane, CH4 + 2O2 → CO2 + 2H2O. The error of −9.13 kJ/mol multiplies K by 9, but the reaction free energy is roughly −800 kJ/mol, so the predicted direction is unaffected. The bias matters for composition when the reaction is close to balance under the actual pressures.

**A surface close to balance**

Take a site carrying two chloride ligands, which are replaced by one oxygen:

Cl2-site + ½O2 ⇌ O-site + Cl2.

Let x be the fraction of oxidized sites. For independent sites in contact with gases at fixed pressures, the free energy per mole of sites, apart from a constant, is

g(x) = xD + RT[x ln x + (1 − x) ln(1 − x)],
D = ΔG° + RT ln(p_Cl2/p°) − ½RT ln(p_O2/p°).

The bracket is the mixing entropy. Differentiating it gives ln x + 1 − ln(1 − x) − 1, so the minimum satisfies

D + RT ln[x/(1 − x)] = 0,

and therefore

x/(1 − x) = K (p_O2/p°)^½/(p_Cl2/p°).

I choose 1 Torr O2, 0.01 Torr Cl2 and a site parameter a = −10 kJ/mol. This parameter is the free energy of the oxidized site plus standard-state Cl2, minus that of the chloride site, minus half the O2 electronic energy. It is a round model value placed near balance, not a property of a particular oxide. Then

ΔG° = a − ½G°(O2).

With the correct O2 free energy, ΔG° = −10 + 42.39 = 32.39 kJ/mol and K = 4.133 × 10⁻⁴. The relative pressures are 1.3332 × 10⁻³ for O2 and 1.3332 × 10⁻⁵ for Cl2, so

x/(1 − x) = 4.133 × 10⁻⁴ × 0.03651/(1.3332 × 10⁻⁵) = 1.132,

and x = 1.132/2.132 = 0.531. With the spin factor omitted, ΔG° = 30.11 kJ/mol, the odds become √3 × 1.132 = 1.961, and x = 0.662. Numerical minimization of g(x) in the two cases gives an odds ratio of 1.73205, which is √3.

The error can also be read as a false pressure. The chemical potential of O2 is G° + RT ln(p/p°), so adding RT ln 3 has the same effect as replacing p by 3p. The faulty calculation at 1 Torr predicts the surface that the correct one predicts at 3 Torr, with temperature and Cl2 pressure held fixed.

Far from balance the fractions behave simply. When x ≪ 1, x itself is too large by √3. When 1 − x ≪ 1, the remaining chloride fraction is too small by √3, a relative error that matters if one wants the residual chlorine content. The largest absolute shift occurs when the correct and faulty odds are reciprocals, 3^(−1/4) and 3^(1/4), because x is a symmetric sigmoid in the logarithm of the odds. The fractions are then 0.432 and 0.568, a shift of 0.136. The example's shift of 0.131 is close to this maximum.

**How much the other approximations matter**

At 500 K, classical rotation would change the O2 free energy by 0.006 kJ/mol, and the fine-structure splitting about its centre of gravity changes it by less than 10⁻⁴ kJ/mol; the spin–orbit lowering of that centre adds roughly −0.005 to −0.008 kJ/mol. Lowering the vibrational frequency by 10% changes it by −1.08 kJ/mol, mostly through the zero-point energy. Half of this enters the reaction, with the opposite sign. Replacing the computed B by the measured value changes the O2 free energy by −0.16 kJ/mol. With def2-TZVP constants the correct and faulty fractions become 0.519 and 0.651, and with the measured constants about 0.49 and 0.63; the odds ratio stays √3.

The reaction energy is more important. Changing a by +10 or −10 kJ/mol changes the correct oxidized fraction from 0.53 to 0.09 or 0.93. An error of that size exceeds the 2.28 kJ/mol spin bias for half an O2. It may hide the bias or happen to offset it, but it gives no reason to keep an error whose sign and size are known.

Interactions between sites change the response too. In mean field, a repulsion w between oxidized sites adds ½wx² to g, and its derivative adds wx to the equilibrium condition:

x/(1 − x) = exp[−(D + wx)/RT].

For w = 5 kJ/mol the correct and faulty fractions are 0.409 and 0.514. Their odds differ by a factor of √3 exp(−w × 0.105/RT) ≈ 1.53. K is still wrong by √3, but the repulsion resists part of the extra oxidation.

The gas pressures and the site parameter are chosen, and a real surface may lie far from balance. The gas pressures also need not stay fixed in a reactor: purging, for example, removes Cl2. Lowering Cl2 tenfold, with temperature and O2 pressure fixed, raises the correct odds to 11.3 and the oxidized fraction to 0.92. The calculation also says nothing about rate: a surface that reacts slowly with O2 need not reach this composition within a cycle.

**When to add the correction**

Add −RT ln 3 once to the O2 free energy if your partition function used q_el = 1. Do not add it to a free energy built from a full tabulated entropy, which already contains the spin term. If other species have also lost their degeneracies g_i, the reaction error is

δΔG° = RT Σ ν_i ln g_i,

with ν_i positive for products and negative for reactants. Omitted degeneracies of open-shell products or surface sites can therefore reduce the O2 error, reverse its sign or add to it. With half an O2 per site, an omitted factor of 2 on the product site already reverses the sign, because ln 2 is larger than ½ ln 3. In the chloride example Cl2 is a closed-shell singlet and both kinds of site are assumed to be closed-shell, so the O2 term remains alone. The numerical output below lists the main computed values.

Values computed for the example and the checks

```
Temperature: 500 K; RT = 4.1572 kJ/mol; ln 3 = 1.09861
O2 bond length, PBE0/def2-SVP: 1.1882 Angstrom
O2 harmonic frequency, PBE0/def2-SVP: 1774.1 cm^-1
O2 rotational constant B: 1.4929 cm^-1
pi* multiplet degeneracies, lowest first: [3, 2, 1]
pi* multiplet energies (eV): [0.     0.     0.     1.2998 1.2998 2.5997]
S^2 of the six states: [2. 2. 2. 0. 0. 0.]
Electronic partition function minus 3: -4.03e-13
Spin-spin constant lambda, rough input: 2.0 cm^-1
kT at 500 K: 347.5 cm^-1; at 2 K: 1.39 cm^-1
Triplet/spinless level-sum ratio at 500 K: 3.000044
Triplet/spinless level-sum ratio at 2 K: 5.099
Thermal wavelength of O2: 13.804 pm
q_trans at 1 bar: 2.6244e+07
q_rot, odd N only: 116.558
q_vib, from curve minimum: 0.07836
G(O2) with factor 3: -84.780 kJ/mol
G(O2) with factor omitted: -80.213 kJ/mol
Rise of G from level sums: 4.5672 kJ/mol
Same rise per molecule: 47.34 meV
Entropy lost: 9.134 J/mol/K
Enthalpy error from level sums: 1.2e-04 kJ/mol
Rise of G at 400 K: 3.654 kJ/mol
Rise of G at 600 K: 5.481 kJ/mol
nu = 0.5: reaction G error -2.284 kJ/mol, K factor 1.732
nu = 1.0: reaction G error -4.567 kJ/mol, K factor 3.000
nu = 2.0: reaction G error -9.134 kJ/mol, K factor 9.000
Chosen site parameter: -10.0 kJ/mol
Pressures: O2 1.0 Torr, Cl2 0.01 Torr
p/p0: O2 1.3332e-03, Cl2 1.3332e-05
Reaction G, correct: 32.390 kJ/mol
Reaction G, omitted: 30.107 kJ/mol
K, correct: 4.1332e-04; omitted: 7.1590e-04
Odds x/(1-x), correct: 1.1320; omitted: 1.9607
Oxidized fraction, correct: 0.5310; omitted: 0.6622
Odds ratio from minimization: 1.73205
O2 pressure that mimics the omission: 3.0000 Torr
Neglected fine structure, shift of G: -6.1e-05 kJ/mol
Neglected singlets, shift of G: 5.6e-13 kJ/mol
Classical rotation, shift of G: 0.0060 kJ/mol
Frequency lowered 10%, shift of G: -1.078 kJ/mol
Correct fraction if site parameter +10 kJ/mol: 0.0927
Correct fraction if site parameter -10 kJ/mol: 0.9262
With 5 kJ/mol repulsion: correct 0.4090, omitted 0.5138
```
